\section*{Charge-State Populations of an Oxygen Vacancy}

\section{Two electrons that ignore each other}

An oxygen vacancy in an oxide can hold up to two electrons in the place the oxygen ion has left. With two electrons it is neutral, with one it has charge $+$, and with none it has charge $2+$. Suppose first that there is one orbital and that the two electrons do not affect each other at all. The spin-up place is then filled with some probability $p$, and the spin-down place is filled with the same probability, independently. The fractions of vacancies in the three charge states are
\begin{equation}
f_0=p^2,\qquad f_1=2p(1-p),\qquad f_2=(1-p)^2 ,
\end{equation}
where the subscript is the charge. The factor 2 in $f_1$ is there because the single electron may have either spin. Hence
\begin{equation}
\frac{f_0f_2}{f_1^2}=\frac{p^2(1-p)^2}{4p^2(1-p)^2}=\frac14 .
\end{equation}
The probability $p$ depends on temperature and Fermi level, but it has dropped out. What remains is one divided by the square of the spin degeneracy of the $+$ state. Interaction between the electrons multiplies this number by a Boltzmann factor.

\section{The general law}

Let $E_q$ be the energy of a vacancy of charge $q$ after the surrounding atoms have relaxed, and let $g_q$ be the degeneracy of its lowest level. For paired electrons in the neutral state, $g_0=1$, $g_1=2$, $g_2=1$. Electron energies and the Fermi level $\mu$ are measured from the conduction band edge. We assume that

\begin{itemize}
\item the vacancies exchange electrons freely and are in thermal equilibrium;
\item all vacancies are of one kind and do not interact;
\item excited electronic levels are out of thermal reach;
\item the vibrational free energies cancel in the combination of charge states found below.
\end{itemize}

A vacancy of charge $q$ holds $2-q$ electrons, so its grand-canonical weight is
\begin{equation}
g_q\,e^{-[E_q-(2-q)\mu]/kT}=e^{2\mu/kT}\,g_q\,e^{-(E_q+q\mu)/kT}.
\end{equation}
The first factor is the same for all three states. With a common constant $C$, the populations are therefore
\begin{equation}
N_q=C\,g_q\,e^{-(E_q+q\mu)/kT}. \label{pop}
\end{equation}
The constant also contains whatever governs the total number of vacancies, such as the oxygen pressure and the number of free sites. Now form the ratio:
\begin{align}
\frac{N_0N_2}{N_1^2}
&=\frac{C^2g_0g_2\,e^{-(E_0+E_2+2\mu)/kT}}{C^2g_1^2\,e^{-(2E_1+2\mu)/kT}}\\
&=\frac{g_0g_2}{g_1^2}\,e^{-(E_0+E_2-2E_1)/kT}.
\end{align}
The Fermi level cancels because both pairs carry total charge 2. With degeneracies 1, 2, 1,
\begin{equation}
\boxed{\;r\equiv\frac{N_0N_2}{N_1^2}=\frac14\,e^{-U/kT},\qquad U=E_0+E_2-2E_1 .\;}\label{law}
\end{equation}

The energy $U$ is the cost of turning two $+$ vacancies into one neutral and one $2+$ vacancy. It can also be read from the charge transition levels. The level $\varepsilon(+/0)$ is the Fermi level at which $E_1+\mu=E_0$, and $\varepsilon(2+/+)$ is the one at which $E_2+2\mu=E_1+\mu$. Thus
\begin{equation}
\varepsilon(+/0)=E_0-E_1,\qquad \varepsilon(2+/+)=E_1-E_2,
\end{equation}
and subtraction gives $U=\varepsilon(+/0)-\varepsilon(2+/+)$. For $U>0$ the second electron is bound less deeply than the first. For $U<0$ it is bound more deeply.

If the neutral ground state were a triplet, well separated from the singlet, then $g_0=3$ and the prefactor would be $3/4$.

\section{A closed crystal}

The electron reservoir is a convenience. Take a finite set of $M$ oxygen sites with fixed total charge $Q$, and choose two sites $a$ and $b$. Write $z_q=g_qe^{-E_q/kT}$, and let $W$ be the summed weight of all arrangements of the other $M-2$ sites with total charge $Q-2$. Then
\begin{align}
\text{weight}(a\text{ neutral},\,b\ 2+)&=z_0z_2W,\\
\text{weight}(a\ +,\,b\ +)&=z_1^2W .
\end{align}
The same $W$ appears because both pairs leave the same charge for the rest. Next sum over all ordered pairs of different sites. In a given arrangement, the first kind of pair occurs $N_0N_2$ times and the second kind $N_1(N_1-1)$ times. Therefore
\begin{equation}
\frac{\langle N_0N_2\rangle}{\langle N_1(N_1-1)\rangle}=\frac{z_0z_2}{z_1^2}=\frac14e^{-U/kT}
\end{equation}
for any number of sites on which such pairs can occur. When the populations are large and their relative fluctuations small, the averages factorize, the $-1$ is negligible, and (\ref{law}) returns.

Enumerating every arrangement of six sites with total charge 5, $U=-0.10$ eV and $T=500$ K, with filled oxygen sites also allowed, gives 2.546. The right-hand side has the same value.

\section{Why $U$ can be negative}

Two electrons on one site repel each other, so a negative $U$ needs a cause. A simple model is a single local distortion $s$ that responds linearly to the number $m$ of trapped electrons:
\begin{equation}
\mathcal E_m(s)=m\epsilon_0+U_c\,\delta_{m,2}+Rs^2-2mRs .
\end{equation}
Here $\epsilon_0$ is the unrelaxed one-electron energy, $U_c$ the bare repulsion and $R$ the relaxation energy for one electron. Setting the derivative $2Rs-2mR$ to zero gives $s=m$, and the relaxation contributes $Rm^2-2Rm^2=-m^2R$. Since $m=2-q$,
\begin{equation}
E_2=0,\qquad E_1=\epsilon_0-R,\qquad E_0=2\epsilon_0+U_c-4R,
\end{equation}
\begin{equation}
U=(2\epsilon_0+U_c-4R)-2(\epsilon_0-R)=U_c-2R .
\end{equation}
Two electrons together gain $4R$, while on separate vacancies they gain $2R$. If the difference exceeds the repulsion, $U$ is negative.

Quantizing the distortion does not spoil the law in this model. For $m$ electrons the vibrational part is $\hbar\omega b^\dagger b-m\gamma(b+b^\dagger)$ with $\gamma^2=R\hbar\omega$. Put $b=c+m\gamma/\hbar\omega$. The terms linear in $c$ and $c^\dagger$ cancel, and the constants add up to
\begin{equation}
\frac{m^2\gamma^2}{\hbar\omega}-\frac{2m^2\gamma^2}{\hbar\omega}=-m^2R ,
\end{equation}
so the result is $\hbar\omega c^\dagger c-m^2R$. The ladder of vibrational levels has the same spacing for each $m$, its partition function is common to all charge states, and it cancels in the ratio.

As a test, the full Hamiltonian of two spin states and a quantized mode was diagonalized with $\hbar\omega=0.05$ eV, $R=0.30$ eV and $U_c=0.50$ or $0.70$ eV. The populations obtained from its traces at 300 and 500 K agree with (\ref{law}) to within one part in $10^6$.

\section{How many vacancies are singly charged?}

The ratio alone does not give the fractions, which depend on $\mu$. Let $\mu_{\rm mid}$ be the midpoint of the two transition levels, so that $\varepsilon(+/0)=\mu_{\rm mid}+U/2$ and $\varepsilon(2+/+)=\mu_{\rm mid}-U/2$. From (\ref{pop}), with $x=e^{(\mu-\mu_{\rm mid})/kT}$,
\begin{align}
\frac{N_0}{N_1}&=\frac12e^{[\mu-\varepsilon(+/0)]/kT}=\frac12e^{-U/2kT}x=\sqrt r\,x,\\
\frac{N_2}{N_1}&=\frac12e^{-[\mu-\varepsilon(2+/+)]/kT}=\frac12e^{-U/2kT}\frac1x=\frac{\sqrt r}{x}.
\end{align}
The three fractions add to one, so
\begin{equation}
f_1=\frac{1}{1+\sqrt r\,(x+1/x)} .\label{f1}
\end{equation}
Because $x+1/x=2+(\sqrt x-1/\sqrt x)^2$, its smallest value is 2, reached at $x=1$. The largest singly charged fraction is therefore
\begin{equation}
f_1^{\max}=\frac1{1+2\sqrt r}=\frac{1}{1+e^{-U/2kT}},\qquad \mu=\mu_{\rm mid}.
\end{equation}

Three cases show its meaning. For $U\gg kT$ it approaches 1: there is a range of Fermi level in which nearly all vacancies are singly charged. For $U=0$ it is $1/2$, which is the maximum of $2p(1-p)$ in the opening example. For $U$ negative and large compared with $kT$ it falls as $e^{-|U|/2kT}$. Negative $U$ suppresses the $+$ state but does not remove it at finite temperature.

The ratio $r$ equals one at $U=-kT\ln4$, not at $U=0$. At that point the three states can be equally populated, one third each. The spin factor is worth $kT\ln4=0.060$ eV at 500 K, so it matters when $U$ is of the order of 0.1 eV.

\section{Worked example: a tungsten oxide film}

When a tungsten contact oxidizes it can form tungsten trioxide that is short of oxygen. The following round parameters illustrate the law for a simple model of such a film. They are not measured levels: $10^{18}$ vacancies per cm$^3$, $\varepsilon(2+/+)=-0.40$ eV, $U=-0.10$ eV, effective mass equal to the electron mass, and relative permittivity 50. The levels follow from the distortion model with $\epsilon_0=-0.10$ eV, $R=0.30$ eV and $U_c=0.50$ eV. Then $\varepsilon(+/0)=-0.50$ eV and $\mu_{\rm mid}=-0.45$ eV.

At 500 K, $kT=0.04309$ eV and
\begin{equation}
r=\tfrac14e^{0.10/0.04309}=\tfrac14(10.18)=2.55,\qquad \sqrt r=1.60 .
\end{equation}
The largest possible $+$ fraction is $1/(1+3.19)=0.24$.

In the interior of a film much thicker than its screening length, the actual Fermi level follows from charge neutrality. For $U=-0.10$ eV this length is about 40 nm at 500 K and 280 nm at 300 K. In a thinner film the contact also influences $\mu$, and the fractions below need not apply, although (\ref{law}) still holds locally away from the contact. Within a few nanometres of a metal, the attraction of each charged vacancy to its image grows as $q^2$ and lowers $U$, by about 14 meV at a distance of 1 nm for this permittivity. The released electrons are treated here as free electrons in the band. In tungsten trioxide they can also trap themselves in a local distortion, as polarons. That would lower $\mu$ and could ionize many more vacancies. It changes $r$ only through the stronger screening discussed below: with one polaron site per tungsten atom and a binding energy of 0.1 to 0.3 eV, the screening length at 500 K falls to about 5 nm and $r$ rises by 9 to 16 per cent. In the band model with no other dopants, each conduction electron comes from a vacancy:
\begin{equation}
N_c\,e^{\mu/kT}=N_v(f_1+2f_2),
\end{equation}
where $N_v$ is the vacancy density and $N_c=5.40\times10^{19}$ cm$^{-3}$ is the effective density of states of the band. The solution is $\mu=-0.3186$ eV. To verify it, compute $x=e^{0.1314/0.04309}=21.1$, so that
\begin{equation}
f_0:f_1:f_2=33.7:1:0.0756 .
\end{equation}
The sum is 34.78, which gives $f_0=0.969$, $f_1=0.029$ and $f_2=0.0022$. The positive charge is $(0.0288+0.0044)\times10^{18}=3.3\times10^{16}$ cm$^{-3}$. The band holds $5.40\times10^{19}e^{-7.39}=3.3\times10^{16}$ electrons per cm$^3$, as it should.

The table compares both signs of $U$, with $\varepsilon(2+/+)$ and the vacancy density held fixed. The electron density $n$ is in cm$^{-3}$.

\begin{center}
\begin{tabular}{cccccc}
$U$ (eV) & $T$ (K) & $r$ & $f_1^{\max}$ & $f_1$ & $n$\\
\hline
$-0.10$ & 300 & 12.0 & 0.13 & 0.0004 & $4.5\times10^{14}$\\
$-0.10$ & 500 & 2.55 & 0.24 & 0.029 & $3.3\times10^{16}$\\
$+0.10$ & 300 & 0.0052 & 0.87 & 0.021 & $2.1\times10^{16}$\\
$+0.10$ & 500 & 0.025 & 0.76 & 0.27 & $2.8\times10^{17}$
\end{tabular}
\end{center}

In all four cases $f_1$ is well below its maximum, even for positive $U$. The reason is neutrality at this vacancy density. Only a minority of the vacancies release electrons to the band, the Fermi level stays above both transition levels, and most vacancies remain neutral. At a lower density the outcome can differ: with $10^{16}$ vacancies per cm$^3$, $U=+0.10$ eV and 500 K, $f_1$ would be 0.75, close to its maximum. A small $r$ does not by itself mean that the $+$ state dominates.

This limit has a simple formula. If $f_0\approx1$ and $2N_2\ll N_1$, then $n\approx N_1$, while (\ref{pop}) gives $N_1/N_v\approx2e^{[\varepsilon(+/0)-\mu]/kT}$. Multiplying by $n=N_ce^{\mu/kT}$ removes $\mu$:
\begin{equation}
n^2\approx2N_cN_v\,e^{\varepsilon(+/0)/kT}.
\end{equation}
For $U=+0.10$ eV at 300 K, with $N_c=2.51\times10^{19}$ cm$^{-3}$ and $\varepsilon(+/0)=-0.30$ eV, this gives $2.14\times10^{16}$ cm$^{-3}$, one per cent above the full solution.

The law can also be used backwards. If $U$ does not depend on temperature, two values of $r$ determine it without the prefactor. For the first two rows,
\begin{equation}
U=-\frac{\ln(11.96/2.546)}{1/0.02585-1/0.04309}\ \text{eV}=-0.10\ \text{eV}.
\end{equation}
From the 500 K value alone, leaving out the factor $1/4$ would give $-kT\ln2.55=-0.04$ eV instead.

\section{What the simple law leaves out}

The estimates below are for $U=-0.10$ eV at 500 K.

\paragraph{Excited electronic levels.} If they are reachable, each $g_qe^{-E_q/kT}$ must be replaced by a full sum over levels. Picture the two tungsten atoms beside the vacancy as two sites with hopping $t=0.30$ eV and on-site repulsion $u=2.0$ eV. Two electrons with parallel spins cannot hop onto one site, so the triplet has energy 0. The singlet with one electron on each site couples with strength $2t$ to the symmetric state with both electrons on one site, which has energy $u$. The lower root of this two-level problem is
\begin{equation}
\frac u2-\sqrt{\frac{u^2}{4}+4t^2}=1-\sqrt{1.36}=-0.166\ \text{eV}.
\end{equation}
The triplet thus lies $0.166$ eV above the ground state and multiplies $r$ by $1+3e^{-0.166/kT}=1.06$. For a rigid pair the excited level of the $+$ state lies $2t=0.60$ eV up and is negligible. This fails if each tungsten atom has its own distortion, which can hold the single electron on the left or on the right. With a local relaxation energy of 0.30 eV and a quantum of 0.05 eV, the two lowest levels of the $+$ state lie only 0.02 eV apart, and the factor is 0.44 instead of 1.06. Full localization would make $g_1=4$ and the prefactor $1/16$. This pair model supplies the correction factor, not the value of $U$.

\paragraph{Vibrations.} Let one mode have a quantum of 0.04 eV in the neutral state and 0.05 eV in the other two. The sum over its levels is $\sum_k e^{-\hbar\omega(k+1/2)/kT}=1/[2\sinh(\hbar\omega/2kT)]$, so $r$ is multiplied by
\begin{equation}
\frac{\sinh(0.05\ \text{eV}/2kT)}{\sinh(0.04\ \text{eV}/2kT)}=1.28 .
\end{equation}
This equals a shift of $U$ by $-10$ meV. Several such modes multiply their factors. In general, then, $U$ in (\ref{law}) is a free energy and may depend on temperature.

\paragraph{Coulomb interaction.} In linear screening a charge $qe$ has the potential $qe\,e^{-\kappa\rho}/(4\pi\varepsilon\rho)$ at distance $\rho$, where $\varepsilon$ is the permittivity of the oxide. Subtracting the bare potential and letting $\rho\to0$ leaves $-qe\kappa/(4\pi\varepsilon)$ from the screening cloud. Building up the charge at fixed $\kappa$ gives half the product of charge and potential, $-q^2w$ with $w=e^2\kappa/(8\pi\varepsilon)$. Hence $U$ shifts by $-4w+2w=-2w$. Counting all charged vacancies as mobile, which makes the screening an upper estimate, gives $1/\kappa=41$ nm and $w=0.35$ meV. The ratio rises by 1.6 per cent.

\paragraph{Band properties.} These move $\mu$ and affect $r$ only through the small screening term. Doubling the effective mass raises $f_1$ from 0.029 to 0.046. Using Boltzmann instead of Fermi--Dirac statistics overstates $n$ by 0.02 per cent at the same $\mu$.

\paragraph{Reaching equilibrium.} If the distortion moves classically and no light is absorbed, the neutral vacancy releases an electron where $\mathcal E_2(s)=\mathcal E_1(s)$, with the freed electron at the band edge. This gives $s=(\epsilon_0+U_c)/2R=0.667$, at a height $R(2-s)^2=0.53$ eV above the neutral minimum. With one attempt per vibration period, $1.2\times10^{13}$ s$^{-1}$, release takes about $10^{-4}$ s at 300 K. This is only a rough estimate: the time is longer if not every crossing succeeds, and tunnelling of the distortion can shorten it. Deeper levels or lower temperatures can freeze the populations, and the law then does not apply.

\section{Beside a real film}

The sign of $U$ in tungsten trioxide is left open here, and the permittivity and effective mass are rough. The depth of the levels is also assumed, and the vacancy in this oxide is often described as a shallow donor. The fractions depend strongly on this depth: with $\varepsilon(2+/+)=-0.05$ eV and the same $U=-0.10$ eV and density, 77 per cent of the vacancies would be $2+$ at 500 K. The density $10^{18}$ cm$^{-3}$ describes a lightly reduced film. Its mean vacancy spacing is 10 nm, against a decay length of 0.31 nm for an electron bound by 0.40 eV, so direct overlap is negligible for most vacancies. If they are placed at random, about 3 per cent have a neighbour within 2 nm. A strongly reduced oxide may lack oxygen at the per cent level, roughly $10^{21}$ cm$^{-3}$. The spacing is then about 1 nm, and the picture of isolated vacancies fails.

A film may also be disordered, which breaks the assumption of one kind of vacancy. Suppose that half the vacancies have both levels raised by $\delta$ and half have them lowered by $\delta$, with the same $U$, and that $\mu$ lies at the average midpoint. The two groups have $x=e^{\mp\delta/kT}$ and, by (\ref{f1}), equal $f_1$. Averaged over the groups, $f_0$ and $f_2$ both equal $\sqrt r\cosh(\delta/kT)f_1$, so the pooled ratio is
\begin{equation}
\frac{N_0N_2}{N_1^2}=r\cosh^2\frac{\delta}{kT}.
\end{equation}
For $\delta=0.05$ eV at 500 K the factor is 3.1, larger than the rigid-pair, vibrational, image and screening corrections to $r$ estimated above. Read with (\ref{law}), such a film would seem to have a $U$ lower by $kT\ln3.1=0.05$ eV, although each vacancy obeys the law with the original value. The factor depends on $\mu$. At the Fermi level that neutrality gives for the worked film with this disorder, it is about 1.7, and the apparent shift is about 0.02 eV. The remaining digits of the example are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
vacancy density = 1.00e+18 cm^-3
local mode quantum = 0.050 eV
one-electron relaxation energy R = 0.30 eV
unrelaxed one-electron energy = -0.10 eV
level (2+/+) from band edge = -0.40 eV
effective mass = 1.0 electron masses
relative permittivity = 50; gap = 2.8 eV
T = 300 K: kT = 0.02585 eV, kT ln4 = 0.03584 eV, Nc = 2.509e+19 cm^-3
T = 500 K: kT = 0.04309 eV, kT ln4 = 0.05973 eV, Nc = 5.399e+19 cm^-3
Uc = 0.50 eV: U = -0.10 eV, level (+/0) = -0.50 eV
  300 K: ratio = 1.1964e+01, largest + fraction = 0.1263 at mu = -0.450 eV
    neutrality: mu = -0.2826 eV, n = 4.495e+14 cm^-3
    fractions 0, +, 2+ = 0.99955, 0.00044, 2.367e-06
  500 K: ratio = 2.5462e+00, largest + fraction = 0.2386 at mu = -0.450 eV
    neutrality: mu = -0.3186 eV, n = 3.316e+16 cm^-3
    fractions 0, +, 2+ = 0.96902, 0.02880, 2.179e-03
Uc = 0.70 eV: U = +0.10 eV, level (+/0) = -0.30 eV
  300 K: ratio = 5.2241e-03, largest + fraction = 0.8737 at mu = -0.350 eV
    neutrality: mu = -0.1830 eV, n = 2.117e+16 cm^-3
    fractions 0, +, 2+ = 0.97883, 0.02117, 2.392e-06
  500 K: ratio = 2.4546e-02, largest + fraction = 0.7614 at mu = -0.350 eV
    neutrality: mu = -0.2275 eV, n = 2.751e+17 cm^-3
    fractions 0, +, 2+ = 0.72733, 0.27021, 2.464e-03
closed six-site lattice, total charge 5, 500 K: pair ratio = 2.5462e+00
Neglected effects for U = -0.10 eV at 500 K:
  pair model: hopping = 0.30 eV, repulsion = 2.0 eV, triplet gap = 0.1662 eV
  excited levels multiply ratio by 1.0634
  neutral mode softened to 0.040 eV multiplies ratio by 1.2750
    equivalent shift of U = -10.47 meV
  screening length = 41.04 nm, w = 0.351 meV
    shift of U = -0.702 meV, ratio multiplied by 1.0164
  Boltzmann statistics overstates n by 0.0217 %
  hole density (hole mass 1) = 5.26e-06 cm^-3
  mass doubled: mu = -0.3398 eV, + fraction = 0.04603
  decay length = 0.309 nm, mean spacing = 10.00 nm, exp(-spacing/decay) = 8.5e-15
  release barrier = 0.5333 eV, attempt rate = 1.21e+13 s^-1
    release time at 300 K = 7.5e-05 s
\end{verbatim}
